# Positive Scattering Self-Energies, Positive Spectral Weight, and a Two-Level Violation

Before a transport calculation inverts \(E-H-\Sigma^R\), one must decide whether an approximate scattering self-energy may be used at all. Averaging a lead's self-energy over the level energies, for example, removes its energy dependence and leaves one matrix to store. Whether this is acceptable depends first on the signs of the eigenvalues of the scattering matrices. If they are nonnegative, the density of states is nonnegative in every orbital combination. If their sum has a negative eigenvalue, some combination has negative spectral weight, even when every pole is damped.

## Statement and conventions

Consider a steady state with finitely many orthonormal orbitals, a Hermitian one-body matrix \(H\), and \(\hbar=1\). Energies are in hartree (Ha). All matrices below depend on the energy \(E\) unless stated otherwise. The scattering-in and scattering-out matrices are

\[
\Sigma^{\rm in}=-i\Sigma^<,\qquad \Sigma^{\rm out}=i\Sigma^> .
\]

Since \(\Sigma^R-\Sigma^A=\Sigma^>-\Sigma^<\), with \(\Sigma^A=(\Sigma^R)^\dagger\),

\[
\Sigma^R-\Sigma^A=-i(\Sigma^{\rm out}+\Sigma^{\rm in})\equiv-i\Gamma,
\qquad \Sigma^R=\Lambda-\tfrac{i}{2}\Gamma ,
\]

where \(\Lambda\) is the Hermitian part. The Green functions and the spectral matrix are

\[
G^R=(E-H-\Sigma^R)^{-1},\quad G^A=(G^R)^\dagger,\quad A=i(G^R-G^A).
\]

For a normalized orbital combination \(y\), \(y^\dagger Ay/2\pi\) is its density of states. The occupied and empty parts are \(G^n=-iG^<\) and \(G^p=iG^>\), so that \(A=G^n+G^p\).

A Hermitian matrix \(M\) is positive semidefinite, written \(M\ge0\), if \(y^\dagger My\ge0\) for every \(y\). The claim is that \(\Sigma^{\rm in}\ge0\) and \(\Sigma^{\rm out}\ge0\) imply \(A\ge0\) wherever \(G^R\) exists. At an undamped bound state \(A\) contains a delta function. The claim then concerns its matrix coefficient and needs, in addition, a causal \(\Sigma^R\).

## First derivation: algebra at one energy

Write the difference of the two Green functions with their inverses between them:

\[
G^R-G^A=G^R\left[(G^A)^{-1}-(G^R)^{-1}\right]G^A .
\]

Multiplying out the right side returns the left side. The bracket is

\[
(E-H-\Sigma^A)-(E-H-\Sigma^R)=\Sigma^R-\Sigma^A=-i\Gamma .
\]

Multiplication by \(i\) gives

\[
A=G^R\Gamma G^A .
\]

For any vector \(y\), set \(x=G^Ay\). Because \(y^\dagger G^R=(G^Ay)^\dagger=x^\dagger\),

\[
y^\dagger Ay=x^\dagger\Gamma x
=x^\dagger\Sigma^{\rm in}x+x^\dagger\Sigma^{\rm out}x\ge0 .
\]

This proves the claim at every energy where the inverse exists.

The same identity gives a converse. The map \(y\mapsto x\) is invertible, so it carries a subspace on which \(y^\dagger Ay\) is negative to one of equal dimension on which \(x^\dagger\Gamma x\) is negative, and back. The largest dimension of such a subspace equals the number of negative eigenvalues: the corresponding eigenvectors span one, and any larger subspace would contain a nonzero vector from the span of the remaining eigenvectors, where the form is nonnegative. Thus \(A\) and \(\Gamma\) have equally many negative eigenvalues. Applied to \(-A\) and \(-\Gamma\), the argument also matches the positive ones.

Consequently \(A\ge0\) if and only if \(\Gamma\ge0\). A violation even supplies its own witness. If \(\Gamma u=-\gamma u\) with \(\gamma>0\) and \(u^\dagger u=1\), choose \(y=(G^A)^{-1}u\). Then \(x=u\) and \(y^\dagger Ay=-\gamma\).

Separate positivity of the two scattering matrices is therefore sufficient for \(A\ge0\), but only their sum matters for \(A\). The separate conditions matter for the occupied and empty parts, which the second derivation supplies.

The inverse fails if some \(x\ne0\) obeys \((E-H-\Sigma^R)x=0\). Multiplying by \(x^\dagger\) and taking the imaginary part gives \(x^\dagger\Gamma x/2=0\). For \(\Gamma\ge0\) this equals \(|\Gamma^{1/2}x|^2/2\), hence \(\Gamma x=0\): the state has no decay channel. Algebra at a single real energy cannot assign its weight.

## Second derivation: filled and empty reservoirs

Positivity can also be traced to ordinary quantum probabilities. Assume now that \(\Sigma^R\) is causal and that \(\Gamma(E)\) is continuous and integrable. Any static Hermitian part is included in \(H\). In the upper half-plane,

\[
\Sigma^R(z)=\int\frac{dE'}{2\pi}\,\frac{\Gamma(E')}{z-E'} .
\]

Divide a finite range of the energy axis into cells of width \(\Delta\) centred at \(E_k\). A positive semidefinite matrix has a square root, so there are matrices with

\[
W_k^{\rm f}W_k^{{\rm f}\dagger}=\frac{\Delta}{2\pi}\Sigma^{\rm in}(E_k),
\qquad
W_k^{\rm e}W_k^{{\rm e}\dagger}=\frac{\Delta}{2\pi}\Sigma^{\rm out}(E_k).
\]

Use them as couplings to two auxiliary reservoirs, one initially filled (f) and one initially empty (e). This is where both signs are needed, since \(WW^\dagger\) cannot have a negative eigenvalue.

Let \(k\) now label the auxiliary levels of both reservoirs. The equations for a resolvent column are

\[
(z-H)G-\sum_kW_kF_k=1,\qquad (z-E_k)F_k-W_k^\dagger G=0 .
\]

The second gives \(F_k=W_k^\dagger G/(z-E_k)\). Substitution into the first gives

\[
G_\Delta(z)=\left[z-H-\sum_k\frac{W_kW_k^\dagger}{z-E_k}\right]^{-1}.
\]

The sum is a Riemann sum for the part of \(\Sigma^R(z)\) that comes from the chosen range. The complete Hamiltonian is Hermitian, with real eigenvalues \(\mathcal E_m\). Let \(\phi_m\) be the part of its \(m\)th normalized eigenvector on the original orbitals. Then

\[
G_\Delta(z)=\sum_m\frac{\phi_m\phi_m^\dagger}{z-\mathcal E_m}.
\]

At \(z=E+i\eta\), \(\eta>0\), subtracting the Hermitian conjugate gives

\[
A_{\Delta,\eta}=\sum_m\frac{2\eta}{(E-\mathcal E_m)^2+\eta^2}\,\phi_m\phi_m^\dagger\ge0 ,
\]

because \(y^\dagger\phi_m\phi_m^\dagger y=|\phi_m^\dagger y|^2\).

It remains to refine the cells and then widen the range, at fixed \(\eta\). The part of the integral left outside the range vanishes because \(\Gamma\) is integrable and \(|z-E'|\ge\eta\). The anti-Hermitian part of the causal self-energy is governed by

\[
\Gamma_\eta(E)=\int\frac{dE'}{2\pi}\frac{2\eta}{(E-E')^2+\eta^2}\Gamma(E')\ge0 .
\]

For \(M=E+i\eta-H-\Sigma^R(E+i\eta)\), therefore, \({\rm Im}\,x^\dagger Mx\ge\eta|x|^2\). Since \(|x||Mx|\ge|x^\dagger Mx|\), the inverse exists and its norm is at most \(1/\eta\). The same bound holds for \(G_\Delta\). With \(\Sigma_\Delta\) the discrete sum,

\[
G_\Delta-G^R=G_\Delta(\Sigma_\Delta-\Sigma^R)G^R ,
\]

so \(G_\Delta\to G^R\) as \(\Sigma_\Delta\to\Sigma^R\). A limit of positive semidefinite matrices is positive semidefinite, hence \(A_\eta\ge0\). Letting \(\eta\to0\) proves the claim wherever the boundary value is regular. An isolated bound state keeps a positive semidefinite coefficient multiplying its delta function.

### Occupied and empty weight

The reservoirs also give \(G^n\). Let \(d\) and \(c_k\) be the annihilation operators of the orbitals and auxiliary levels:

\[
i\dot d=Hd+\sum_kW_kc_k,\qquad i\dot c_k=E_kc_k+W_k^\dagger d .
\]

The second equation integrates to

\[
c_k(t)=e^{-iE_kt}c_k(0)-i\int_0^tds\,e^{-iE_k(t-s)}W_k^\dagger d(s).
\]

Inserted into the first, its integral produces the retarded self-energy, and its first term is a drive at frequency \(E_k\). Take the continuum limit before the long-time limit, and suppose there is no bound state, so that initial memory decays. A trial response \(D_ke^{-iE_kt}\) then obeys

\[
[E_k-H-\Sigma^R(E_k)]D_k=W_kc_k(0),
\qquad D_k=G^R(E_k)W_kc_k(0).
\]

Only filled levels contribute to \(\langle d_j^\dagger(t')d_i(t)\rangle\), which becomes

\[
\int\frac{dE}{2\pi}e^{-iE(t-t')}
\left[G^R\Sigma^{\rm in}G^A\right]_{ij}.
\]

By the definition of \(G^<\), this correlation is the Fourier transform of \(G^n_{ij}\). The empty reservoir gives the other ordering in the same way:

\[
G^n=G^R\Sigma^{\rm in}G^A\ge0,\qquad
G^p=G^R\Sigma^{\rm out}G^A\ge0 .
\]

Their sum is again \(A=G^R\Gamma G^A\), and \(0\le G^n\le A\). For an interacting system the reservoirs are a representation of its given self-energies. They reproduce its one-body functions, which obey the same linear equations, but not its many-particle correlations. A bound state would keep an occupation fixed by its preparation.

### A bound state as a limiting case

A level at \(\varepsilon=0.025\) Ha, coupled by \(\tau=0.008\) Ha to a semi-infinite chain of hopping \(t_h=0.010\) Ha, shows how the weight is shared. Adding a site to the chain reproduces the chain, so its end-site Green function obeys \(g_s=1/(E-t_h^2g_s)\). Above the band, the solution that falls as \(1/E\) gives

\[
\Sigma(E)=\tau^2g_s=\frac{\tau^2}{2t_h^2}\left(E-\sqrt{E^2-4t_h^2}\right).
\]

Solving \(E-\varepsilon-\Sigma(E)=0\) numerically gives \(E_b=0.02773\) Ha, above the band edge at 0.020 Ha. Near it the denominator is \([1-\Sigma'(E_b)](E-E_b)\), so the bound weight is

\[
Z=\frac1{1-\Sigma'(E_b)}=0.876,\qquad
\Sigma'=\frac{\tau^2}{2t_h^2}\left(1-\frac{E}{\sqrt{E^2-4t_h^2}}\right).
\]

Here \(\Sigma'(E_b)<0\), hence \(0<Z<1\). Numerical integration of \(A/2\pi\) over the band gives 0.124. The two positive parts add to one state.

## A two-level self-energy that violates the condition

Take levels \(\varepsilon_1=-0.010\) Ha and \(\varepsilon_2=0.010\) Ha, coupled equally to one lead. These are round model parameters. The lead has a Lorentzian rate centred at \(E_0=0.010\) Ha, with half-width \(w=0.005\) Ha and peak \(g_0=0.010\) Ha:

\[
g(E)=\frac{g_0w^2}{(E-E_0)^2+w^2},\qquad
\sigma(E)=\frac{g_0w/2}{E-E_0+iw}.
\]

Indeed \(-2\,{\rm Im}\,\sigma=g\). The proper self-energy has \(\sigma(E)\) in all four entries, and its \(\Gamma\) has eigenvalues \(0\) and \(2g(E)\), both nonnegative.

Now replace it by the energy-independent arithmetic average

\[
\Sigma^R_{ij}=\tfrac12[\sigma(\varepsilon_i)+\sigma(\varepsilon_j)],
\qquad
\Gamma_{ij}=\tfrac12(g_i+g_j),\quad g_i=g(\varepsilon_i).
\]

Its determinant is

\[
\det\Gamma=g_1g_2-\tfrac14(g_1+g_2)^2=-\tfrac14(g_1-g_2)^2 .
\]

The trace is \(g_1+g_2\), so the eigenvalues are

\[
\gamma_\pm=\tfrac12\left[g_1+g_2\pm\sqrt{2(g_1^2+g_2^2)}\right].
\]

Unequal rates make \(\gamma_-\) negative. In a flat lead, or for degenerate levels, \(g_1=g_2\) and the violation in \(\Gamma\) disappears. For a small difference, \(\gamma_-=\det\Gamma/\gamma_+\) is approximately \(-(g_1-g_2)^2/[4(g_1+g_2)]\), so the fault begins at second order.

Here \(g_1=0.010\times25/(400+25)=0.000588\) Ha and \(g_2=0.010\) Ha. Thus

\[
\Gamma=\begin{pmatrix}0.000588&0.005294\\0.005294&0.010000\end{pmatrix}\ {\rm Ha},
\]

with \(\det\Gamma=-2.21\times10^{-5}\ {\rm Ha}^2\) and eigenvalues \(-0.00179\) and \(0.01238\) Ha. Both diagonal rates are positive, so inspecting them alone would miss the violation.

Filling the lead with a Fermi function of chemical potential zero and \(k_BT=0.005\) Ha (a model value, about 1580 K) gives occupations 0.881 and 0.119 at the two levels. Averaging \(gf\) and \(g(1-f)\) in the same arithmetic way gives \(\Sigma^{\rm in}\) and \(\Sigma^{\rm out}\), with lowest eigenvalues \(-0.000064\) and \(-0.00179\) Ha. Both violate the condition, and both still do at 300 K. They would do so even in a flat lead, where \(\Gamma\) itself is positive semidefinite: the determinant of each average is \(-\tfrac14\) times the squared difference of its diagonal entries, which differ because the occupations do.

### Negative density of states on one level

Let \(h=H+\Sigma^R\), \(D=\det(E-h)\), and \(x=E-\varepsilon_2-\Lambda_{22}\). The first row of \(G^R\) is \((a,b)/D\), where

\[
a=x+\tfrac i2\Gamma_{22},\qquad b=\Lambda_{12}-\tfrac i2\Gamma_{12}.
\]

Since \(\Gamma\) and \(\Lambda\) are real and symmetric here, \(A=G^R\Gamma G^A\) gives

\[
|D|^2A_{11}=\Gamma_{11}|a|^2+2\Gamma_{12}{\rm Re}(ab^*)+\Gamma_{22}|b|^2 .
\]

The three products are \(|a|^2=x^2+\Gamma_{22}^2/4\), \(|b|^2=\Lambda_{12}^2+\Gamma_{12}^2/4\), and \({\rm Re}(ab^*)=x\Lambda_{12}-\Gamma_{22}\Gamma_{12}/4\). The terms cubic in \(\Gamma\) combine into \(\Gamma_{22}(\Gamma_{11}\Gamma_{22}-\Gamma_{12}^2)/4\), so

\[
|D|^2A_{11}=\Gamma_{11}x^2+2\Gamma_{12}\Lambda_{12}x
+\Gamma_{22}\Lambda_{12}^2+\tfrac14\Gamma_{22}\det\Gamma .
\]

The roots of this quadratic are

\[
x_\pm=\frac{-\Gamma_{12}\Lambda_{12}\pm
\sqrt{-\det\Gamma\,(\Lambda_{12}^2+\Gamma_{11}\Gamma_{22}/4)}}{\Gamma_{11}} .
\]

For real symmetric \(\Gamma\) and \(\Lambda\), positive diagonal rates and \(\det\Gamma<0\), they are real and distinct. Level 1 itself then has a window of negative density of states; no special orbital combination is needed. With complex matrix elements such a window on a single level is not guaranteed.

The averaged shifts are \(\Lambda_{11}=-0.001176\), \(\Lambda_{12}=-0.000588\) and \(\Lambda_{22}=0\) Ha. The window runs from 0.0045 to 0.0261 Ha. A numerical minimization places the lowest \(A_{11}\) at \(E=0.009969\) Ha, where \(x=-0.000031\) Ha. The numerator is dominated by its last term:

\[
\tfrac14(0.010)(-2.2145\times10^{-5})=-5.54\times10^{-8}\ {\rm Ha}^3 .
\]

The other terms add about \(0.37\times10^{-8}\ {\rm Ha}^3\). With \(|D|^2=1.055\times10^{-8}\ {\rm Ha}^4\),

\[
A_{11}=\frac{-5.17\times10^{-8}}{1.055\times10^{-8}}
=-4.90\ {\rm Ha}^{-1}=-0.180\ {\rm eV}^{-1}.
\]

Directly from the Green function, \({\rm Im}\,G^R_{11}=2.45\ {\rm Ha}^{-1}\), and \(A_{11}=-2\,{\rm Im}\,G^R_{11}\) gives the same value.

Integrating the negative part of \(A_{11}/2\pi\) numerically gives \(-0.0064\) state. This is small beside the total of one state, and the peak of \(A_{11}\), 5511 Ha\(^{-1}\) at \(-0.0108\) Ha, would hide it on a linear plot. In the window, however, the sign itself is wrong, so \(A_{11}/2\pi\) cannot be a density of states there.

Because the averaged \(\Gamma\) is indefinite at every energy, \(A\) has one negative eigenvalue at every real energy. A numerical scan and local minimization give its lowest value as \(-67.6\) Ha\(^{-1}\), at \(-0.0104\) Ha. Its magnitude is 1.2% of the peak height of \(A_{11}\).

### What the proper lead does there

With the proper self-energy, \(\Gamma=g(E)\,vv^T\) with \(v=(1,1)^T\). The first component of \(G^Rv\) is

\[
\frac{(E-\varepsilon_2-\sigma)+\sigma}{D_0}=\frac{E-\varepsilon_2}{D_0},
\qquad
A_{11}=\frac{g(E)(E-\varepsilon_2)^2}{|D_0|^2},
\]

where \(D_0\) is the determinant for that self-energy. Interference between direct coupling and the path through level 2 makes \(A_{11}\) vanish at \(E=\varepsilon_2\). At the energy of the false minimum the proper value is 0.001 Ha\(^{-1}\). The arithmetic average spoils this cancellation and crosses zero.

A geometric average, \(\Gamma_{ij}=\sqrt{g_ig_j}\), is \(rr^T\) with \(r_i=\sqrt{g_i}\), and is therefore positive semidefinite. With the averaged shifts \(\Lambda\) held fixed, the imaginary terms in the first component of \(G^Rr\) cancel, leaving

\[
A_{11}=\frac{(x\sqrt{g_1}+\Lambda_{12}\sqrt{g_2})^2}{|D|^2}\ge0 ,
\]

where \(D\) is now evaluated with the geometric \(\Gamma\). At the same energy this gives 0.326 Ha\(^{-1}\). The sign is repaired, but the interference zero has moved to \(x=-\Lambda_{12}\sqrt{g_2/g_1}\). Positivity does not guarantee accuracy.

## Why damped poles and normalization are not enough

The arithmetic self-energy gives poles at \(-0.01084-0.00037i\) and \(0.00966-0.00493i\) Ha. Both lie in the lower half-plane, so \(G^R\) is analytic in the upper one and behaves as \(1/z\) at large \(|z|\). Closing the real-axis integral by a large upper semicircle, which contributes \(i\pi\), gives

\[
\int_{-\infty}^{\infty}G^R\,dE=-i\pi,\qquad
\int_{-\infty}^{\infty}\frac{A}{2\pi}\,dE
=\frac{i(-i\pi-i\pi)}{2\pi}=1,
\]

with the integral taken between symmetric limits. The weight on level 1 is thus correctly normalized: its positive part is 1.0064 and its negative part \(-0.0064\).

The fault is visible in time. The retarded evolution obeys \(i\dot\psi=h\psi\), so

\[
\frac{d}{dt}\psi^\dagger\psi=-i\psi^\dagger(h-h^\dagger)\psi=-\psi^\dagger\Gamma\psi .
\]

Starting from the normalized eigenvector of \(\gamma_-\), the squared norm grows at the initial rate 0.00179 Ha. Numerical propagation gives a maximum of 1.061 at 53 atomic units of time. The damped poles force decay at long times, but they do not prevent a survival probability above one at earlier times.

## Positive total weight with a negative occupied part

Keep the indefinite \(\Sigma^{\rm in}\) above, set \(\Sigma^{\rm out}=0.010\) Ha times the identity, and use the bare levels with \(\Lambda=0\). The lowest eigenvalue of \(\Gamma\) is then \(0.010-0.000064=0.00994\) Ha, so \(A\) is positive. At \(E=0\) its lowest eigenvalue is 77.2 Ha\(^{-1}\). That of \(G^n=G^R\Sigma^{\rm in}G^A\) is \(-0.51\) Ha\(^{-1}\), a negative density of occupied states. A test of \(A\) alone would accept this self-energy; a calculation of occupations needs \(\Sigma^{\rm in}\) and \(\Sigma^{\rm out}\) tested separately.

## What the two derivations assume

The algebraic derivation uses one energy at a time. It needs a Hermitian \(H\), the relation between \(\Gamma\) and \(\Sigma^R\), and an invertible \(E-H-\Sigma^R\). It does not need causality, a dispersion relation, or a model of the surroundings. It therefore applies directly to the static average, and its converse identifies the violation. It does not by itself give normalization or the weight of a bound state.

The reservoir derivation needs information at all energies: a causal self-energy and, in the form given here, a continuous, integrable \(\Gamma\). In return it interprets \(\Sigma^{\rm in}\) as injection from filled levels and \(\Sigma^{\rm out}\) as escape into empty ones, and it covers the spectral weight of bound states, though not their occupation, which depends on preparation. A constant positive \(\Gamma\) is not integrable and enters only as the limit of a very wide reservoir. An indefinite \(\Gamma\) cannot enter, because no Hermitian coupling produces it.

For a proposed self-energy, the practical test of positivity is to diagonalize \(\Sigma^{\rm in}\) and \(\Sigma^{\rm out}\) at each energy used. Passing it does not guarantee normalization: keeping the proper \(\Gamma(E)\) of the two-level example but dropping \(\Lambda(E)\) gives the levels total weights of 1.03 and 0.66 instead of one each. The reservoir derivation explains what a failure of the test means: the proposed scattering cannot be represented by particles entering from filled levels and leaving into empty ones.
